# The Dresselhaus-Kip-Kittel matrix from remote-state sums, derived in two ways

## The result

The valence-band top of a diamond-structure crystal, with spin-orbit coupling left out, is a threefold level $\Gamma_{25'}$ of energy $E_0$ at $\mathbf k=0$. Its orthonormal partners $X,Y,Z$ transform as $yz,zx,xy$, with the origin at a bond centre. To second order in $\mathbf k$ the three bands are the eigenvalues of

$$H_{ij}=\Big(E_0+\frac{\hbar^2k^2}{2m}\Big)\delta_{ij}+D_{ij},$$

$$D=\begin{pmatrix}Lk_x^2+M(k_y^2+k_z^2)&Nk_xk_y&Nk_xk_z\\ Nk_xk_y&Lk_y^2+M(k_z^2+k_x^2)&Nk_yk_z\\ Nk_xk_z&Nk_yk_z&Lk_z^2+M(k_x^2+k_y^2)\end{pmatrix},$$

$$L=F+2G,\qquad M=H_1+H_2,\qquad N=F-G+H_1-H_2 .$$

The four numbers are sums over remote states $l$ of energy $E_l$, with every partner of each level included:

$$F=\frac{\hbar^2}{m^2}\sum_{l\in\Gamma_{2'}}\frac{|\langle X|p_x|l\rangle|^2}{E_0-E_l},\qquad G=\frac{\hbar^2}{2m^2}\sum_{l\in\Gamma_{12'}}\frac{|\langle X|p_x|l\rangle|^2}{E_0-E_l},$$

$$H_1=\frac{\hbar^2}{m^2}\sum_{l\in\Gamma_{15}}\frac{|\langle X|p_y|l\rangle|^2}{E_0-E_l},\qquad H_2=\frac{\hbar^2}{m^2}\sum_{l\in\Gamma_{25}}\frac{|\langle X|p_y|l\rangle|^2}{E_0-E_l}.$$

In this convention $L,M,N$ exclude the free-electron term $\hbar^2k^2/2m$. Remote levels above $E_0$ give negative contributions to $F,G,H_1,H_2$ and push the valence bands down; levels below give positive ones.

## Common ground

Let $H=p^2/2m+V(\mathbf r)$ with a local potential. For a Bloch function $e^{i\mathbf k\cdot\mathbf r}u$, the operator $\mathbf p$ acts on the periodic part $u$ as $\mathbf p+\hbar\mathbf k$, so $u$ is an eigenfunction of

$$H(\mathbf k)=H(0)+\frac{\hbar}{m}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m}.$$

Some symmetry operations of diamond contain a fractional translation. On lattice-periodic functions all lattice translations act as the identity, so the operations represent the full cubic group of 48 elements. An operation $g$ with rotational part $R$ gives $gH(\mathbf k)g^{-1}=H(R\mathbf k)$.

The partners $X,Y,Z$ are even under inversion and $\mathbf p$ is odd. Hence $\langle i|\mathbf p|j\rangle=0$ within the level, and $\mathbf p$ connects it to odd states alone. The odd representations, with typical functions, are:

- $\Gamma_{2'}$: $xyz$
- $\Gamma_{12'}$: $xyz(x^2-y^2)$ and $xyz(2z^2-x^2-y^2)$
- $\Gamma_{15}$: $x,y,z$
- $\Gamma_{25}$: $x(y^2-z^2)$, $y(z^2-x^2)$, $z(x^2-y^2)$
- $\Gamma_{1'}$: one function, unchanged by proper rotations and odd under inversion

## First derivation: elimination and Schur's lemma

Expand $u=\sum_jc_j|j\rangle+\sum_lc_l|l\rangle$, where $j$ runs over $X,Y,Z$. Write $\pi_{lj}=(\hbar/m)\,\mathbf k\cdot\langle l|\mathbf p|j\rangle$. The Schrödinger equation becomes

$$\Big(E-E_0-\frac{\hbar^2k^2}{2m}\Big)c_i=\sum_l\pi_{il}c_l,$$

$$\Big(E-E_l-\frac{\hbar^2k^2}{2m}\Big)c_l=\sum_j\pi_{lj}c_j+\sum_{l'}\pi_{ll'}c_{l'} .$$

In the second line $c_{l'}$ is itself of order $k$, so its term is of order $k^2$. The bracket differs from $E_0-E_l$ by order $k^2$. To leading order, therefore, $c_l=\sum_j\pi_{lj}c_j/(E_0-E_l)$. Insertion into the first line gives

$$D_{ij}=\sum_{ab}k_ak_b\,K_{ia,jb},\qquad K_{ia,jb}=\frac{\hbar^2}{m^2}\sum_l\frac{\langle i|p_a|l\rangle\langle l|p_b|j\rangle}{E_0-E_l}.$$

The next term would contain three factors of $\mathbf p$ between even states, which vanishes by parity. The error in the energies is of order $k^4$. The expansion requires $|\pi_{lj}|\ll|E_0-E_l|$; a remote level that comes close to $E_0$ must be kept in the matrix instead.

The array $K$ is a $9\times9$ Hermitian matrix acting on the pairs $(j,b)$, which stand for the products $p_b|j\rangle$. Denote a pair by $[bj]$, for example $[yX]$. The pairs split into symmetry types as follows.

Under any cubic operation, $[xX],[yY],[zZ]$ are permuted like $x^2,y^2,z^2$ and multiplied by the sign that $xyz$ acquires, because $x\cdot yz=y\cdot zx=z\cdot xy=xyz$. Their sum is of type $\Gamma_{2'}$, and the two combinations orthogonal to it are of type $\Gamma_{12'}$.

The pairs $[yX]$ and $[xY]$ transform like $y\cdot yz=y^2z$ and $x\cdot zx=x^2z$. Their sum $z(x^2+y^2)$ transforms as $z$, which is $\Gamma_{15}$. Their difference $z(y^2-x^2)$ belongs to $\Gamma_{25}$. The other four mixed pairs follow by cyclic permutation.

This accounts for $1+2+3+3=9$ dimensions. Each type occurs once, and $\Gamma_{1'}$ does not occur, so $\Gamma_{1'}$ states do not couple.

Now restrict the sum over $l$ to one type $\Gamma$. A sum over complete levels is invariant under the group, so this part $K^\Gamma$ commutes with all operations. It also vanishes on pairs of any other type. By Schur's lemma it is a number $\lambda_\Gamma$ times the projector on the type-$\Gamma$ subspace; the number is real because $K^\Gamma$ is Hermitian. The projectors follow from the normalized combinations.

**$\Gamma_{2'}$.** The vector is $([xX]+[yY]+[zZ])/\sqrt3$, so $K_{ia,jb}=\tfrac13\lambda\,\delta_{ia}\delta_{jb}$. The element with $i=j=X$, $a=b=x$ is $F$ by definition, hence $\lambda=3F$ and

$$D_{ij}^{(2')}=F\,k_ik_j .$$

**$\Gamma_{12'}$.** The projector is the identity on the three diagonal pairs minus the previous one, so $K_{ia,jb}=\lambda\,\delta_{ia}\delta_{jb}(\delta_{ij}-\tfrac13)$. The element $Xx,Xx$ is $\tfrac23\lambda$, and by definition it equals $2G$. Hence $\lambda=3G$ and

$$D_{ij}^{(12')}=3G\,k_ik_j\big(\delta_{ij}-\tfrac13\big),$$

which is $2Gk_i^2$ on the diagonal and $-Gk_ik_j$ off it.

**$\Gamma_{15}$.** The vectors are $([yX]+[xY])/\sqrt2$ and its cyclic images. The element $Xy,Xy$ is $\tfrac12\lambda=H_1$. For $D_{xx}$, the pair $[yX]$ contributes $H_1k_y^2$ and $[zX]$ contributes $H_1k_z^2$. These pairs lie in different vectors, so there is no cross term. For $D_{xy}$, the vector containing both $[yX]$ and $[xY]$ gives $H_1k_yk_x$.

**$\Gamma_{25}$.** The vectors are $([yX]-[xY])/\sqrt2$ and its cyclic images. The diagonal is as before with $H_2$ in place of $H_1$. The off-diagonal element changes sign and is $-H_2k_xk_y$.

Adding the four parts, the coefficient of $k_x^2$ in $D_{xx}$ is $F+2G$, that of $k_y^2$ and $k_z^2$ is $H_1+H_2$, and that of $k_xk_y$ in $D_{xy}$ is $F-G+H_1-H_2$. This is the stated result.

## Second derivation: symmetry and one direction

Here the form of the matrix is fixed before any perturbation theory. As long as the three levels stay separated from all others, the projector $P(\mathbf k)$ on their states is analytic in $\mathbf k$, since it is a contour integral of $(z-H(\mathbf k))^{-1}$ around them. With $S_{ij}=\langle i|P(\mathbf k)|j\rangle$, the matrix $S^{-1/2}\langle i|P(\mathbf k)H(\mathbf k)|j\rangle S^{-1/2}$ has the three band energies as eigenvalues. It is the Hamiltonian in the orthonormalized functions $P(\mathbf k)|j\rangle$. It is analytic in $\mathbf k$ and transforms under the cubic group as the partners do. Let $D$ now be its quadratic part after subtraction of $\hbar^2k^2/2m$.

The rotation by $\pi$ about $x$ reverses $k_y,k_z$ and also $Y,Z$. The rotations about $y$ and $z$ act correspondingly.

- $D_{xx}$ is unchanged by all three rotations. Each product $k_ak_b$ with $a\ne b$ is reversed by one of them, so squares alone remain. The reflection $y\leftrightarrow z$ leaves $X$ unchanged and makes the coefficients of $k_y^2$ and $k_z^2$ equal. Call the coefficients $L,M,M$.
- $D_{xy}$ is reversed by the rotation about $x$, which excludes squares and $k_yk_z$. It is unchanged by the rotation about $z$, which excludes $k_xk_z$. What remains is $Nk_xk_y$. The reflection $x\leftrightarrow y$ gives $D_{yx}=Nk_xk_y$ too, and Hermiticity then makes $N$ real.

Threefold rotations supply the other elements.

Three energies along one direction determine the three constants. Take $\mathbf k=k(1,1,0)/\sqrt2$. Then $D_{xx}=D_{yy}=\tfrac12(L+M)k^2$, $D_{xy}=\tfrac12Nk^2$, $D_{zz}=Mk^2$ and the other elements vanish. The eigenstates are $|\pm\rangle=(X\pm Y)/\sqrt2$ and $Z$, with eigenvalues divided by $k^2$

$$d_\pm=\tfrac12(L+M\pm N),\qquad d_Z=M .$$

The reflections $x\leftrightarrow y$ and $z\to-z$ leave $\mathbf k$ unchanged. Under them $Z$ has signs $(+,+)$, $|+\rangle$ has $(+,-)$ and $|-\rangle$ has $(-,-)$. The perturbation cannot mix the three states, so ordinary nondegenerate perturbation theory applies to each. With $p_n=(p_x+p_y)/\sqrt2$,

$$d_s=\frac{\hbar^2}{m^2}\sum_l\frac{|\langle l|p_n|s\rangle|^2}{E_0-E_l}.$$

**The states $|\pm\rangle$.** Multiplying out,

$$p_n|\pm\rangle=\tfrac12\big[(p_xX\pm p_yY)+(p_yX\pm p_xY)\big].$$

The first bracket is even under the rotation by $\pi$ about $x$, the second odd. With remote partners chosen as in the list above, no $l$ couples to both, and the two brackets contribute separately. The first is unchanged by the rotations by $\pi$ about all three axes, so it can reach only $\Gamma_{1'},\Gamma_{2'},\Gamma_{12'}$, and $\Gamma_{1'}$ drops out below; the second reaches the $z$-like partners of $\Gamma_{15}$ and $\Gamma_{25}$.

Let $a_x=\langle l|p_x|X\rangle$, $a_y=\langle l|p_y|Y\rangle$, $a_z=\langle l|p_z|Z\rangle$.

- For $\Gamma_{1'}$, the state $l$ is odd under $x\leftrightarrow y$ while $p_zZ$ is even, so $a_z=0$. Threefold rotations then give $a_x=a_y=0$.
- For $\Gamma_{2'}$, threefold rotations leave $l$ unchanged, so $a_x=a_y=a_z$. The weighted sum of $|a_x+a_y|^2$ is $4F$ and that of $|a_x-a_y|^2$ is zero.
- For $\Gamma_{12'}$, the sum $p_xX+p_yY+p_zZ$ is of type $\Gamma_{2'}$, so $a_x+a_y+a_z=0$. The weighted sums of $|a_x|^2,|a_y|^2,|a_z|^2$ all equal $2G$. Since $|a_x+a_y|^2=|a_z|^2$, its sum is $2G$. From $|a_x-a_y|^2=2|a_x|^2+2|a_y|^2-|a_x+a_y|^2$, the other sum is $8G-2G=6G$.

Here "weighted" means with the factor $\hbar^2/m^2(E_0-E_l)$.

The reflection $x\leftrightarrow y$ exchanges $p_yX$ and $p_xY$. The $z$-like partner is even under it in $\Gamma_{15}$ and odd in $\Gamma_{25}$. The two matrix elements are therefore equal in the first case and opposite in the second. The second bracket gives $4H_1$ for $|+\rangle$ and $4H_2$ for $|-\rangle$. With the factor $\tfrac14$ from the square of $\tfrac12$,

$$d_+=\tfrac14(4F+2G+4H_1)=F+\tfrac12G+H_1,$$

$$d_-=\tfrac14(6G+4H_2)=\tfrac32G+H_2 .$$

**The state $Z$.** Here $p_nZ=(p_xZ+p_yZ)/\sqrt2$. The two terms transform as $y$-like and $x$-like functions and do not interfere. By symmetry each has the weighted sum $H_1+H_2$, so $M=\tfrac12\cdot2(H_1+H_2)=H_1+H_2$.

Finally

$$N=d_+-d_-=F-G+H_1-H_2,$$

$$L=d_++d_--M=F+2G+H_1+H_2-M=F+2G .$$

## When the bands are isotropic

Write $D_{ij}=Mk^2\delta_{ij}+(L-M-N)k_i^2\delta_{ij}+Nk_ik_j$. If $N=L-M$, the middle term vanishes. The eigenvalues are then $Lk^2$ once and $Mk^2$ twice in every direction.

For the converse, compare two directions. Along $[100]$ the coefficients are $L$ once and $M$ twice. Along $[111]$ every diagonal element is $(L+2M)k^2/3$ and every off-diagonal one $Nk^2/3$. The coefficients are thus $(L+2M+2N)/3$ once and $(L+2M-N)/3$ twice. The single value exceeds the double one by $L-M$ along $[100]$ and by $N$ along $[111]$. Equal spectra require these to agree. In terms of the sums,

$$N-L+M=2H_1-3G .$$

The bands are isotropic exactly when $2H_1=3G$, whatever $F$ and $H_2$ are.

## A worked model

Take a diamond lattice of cube edge $a=0.54$ nm with atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=a(1,1,1)/8$. The potential has Fourier coefficients $v\cos(\mathbf G\cdot\boldsymbol\tau)$, where $v=-3.0,\ 0.5,\ 1.0$ eV for $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$, and zero otherwise. These are round model parameters, not those of a material. The basis is the fixed set of 137 plane waves with $|\mathbf G|^2\le24$. In it $\mathbf p$ is diagonal, and the form of $H(\mathbf k)$ used above holds identically.

Diagonalization at $\mathbf k=0$ gives the lowest remote level of each type. Let $g^2$ be the sum over its partners of $|\langle X|p_x|l\rangle|^2$ (for $\Gamma_{2'},\Gamma_{12'}$) or $|\langle X|p_y|l\rangle|^2$ (for $\Gamma_{15},\Gamma_{25}$), in units of $(2\pi\hbar/a)^2$.

| type | $E_l-E_0$ (eV) | $g$ |
|---|---|---|
| $\Gamma_{2'}$ | 3.321 | 1.028 |
| $\Gamma_{12'}$ | 8.108 | 0.834 |
| $\Gamma_{15}$ | 3.419 | 0.869 |
| $\Gamma_{25}$ | 27.88 | 0.225 |

With $T=\hbar^2(2\pi/a)^2/2m=5.158$ eV, a level contributes $(\hbar^2/m^2)\,g^2(2\pi\hbar/a)^2/(E_0-E_l)=4Tg^2/(E_0-E_l)$ in units of $\hbar^2/2m$ to $F$, $H_1$ or $H_2$; a $\Gamma_{12'}$ level contributes half of this to $G$, because of the factor $\tfrac12$ in its definition. For $\Gamma_{2'}$, with $g=1.0277$ to one more digit, this is $-4(5.158)(1.0277)^2/3.321=-6.56$, which is 99.8 percent of $F$. The full sums, in the same unit, are

$$F=-6.572,\quad G=-0.886,\quad H_1=-4.568,\quad H_2=-0.038 .$$

$H_2$ is small because its lowest level is distant and weakly coupled. From the unrounded sums,

- $L=F+2G=-8.343$, or $-5.093\times10^{-38}$ J m²
- $M=H_1+H_2=-4.606$, or $-2.812\times10^{-38}$ J m²
- $N=F-G+H_1-H_2=-10.217$, or $-6.236\times10^{-38}$ J m²

Curvatures of directly diagonalized bands along $[100]$ and $[111]$, extrapolated to $k=0$ from two small wave vectors, reproduce these three values to the digits shown.

Define a hole mass by $E-E_0=-\hbar^2k^2/2m_h$. A coefficient $c$ of $D$ in units of $\hbar^2/2m$ then gives $m_h=-m/(1+c)$. Along $[100]$ the single band has $m_h=m/7.343=0.136\,m$ and the double band $m/3.606=0.277\,m$. Along $[111]$ the coefficients are $-12.663$ and $-2.446$, with masses $0.086\,m$ and $0.691\,m$. The strong warping corresponds to $2H_1-3G=-6.48$, far from zero.

At $\mathbf k=(0.012,0.008,0.004)\,2\pi/a$ the lowest of the three bands lies at $-12.384$ meV relative to $E_0$ by direct diagonalization and at $-12.435$ meV from the matrix. The difference is 0.4 percent of the shift. Halving $\mathbf k$ reduces the largest error among the three bands by a factor 15.9, close to the 16 expected of a $k^4$ error.

## What each derivation assumes

Both derivations of the sums assume a local potential, no spin-orbit coupling, inversion symmetry and remote levels well separated from $E_0$. The spin-orbit coupling can be left out only where its splitting is small compared with the energies $D_{ij}$. Where the splitting is comparable or larger, which for any nonzero splitting includes the region closest to $\mathbf k=0$ because $D$ falls as $k^2$, the spin-orbit term must be added to the matrix, doubled for spin, before diagonalization.

The first derivation does not presuppose the form of $D$. It needs the elimination at general $\mathbf k$ and the fact that each representation occurs once among the nine products. In return it yields the whole tensor $K$, and shows which part of $N$ comes from which order of the two momentum components.

The second needs perturbation theory along one direction, but it must first know that a $3\times3$ matrix exists that is analytic in $\mathbf k$ and respects the symmetry. That part of the argument uses neither the local potential nor the second-order sums. The form with three constants therefore also holds for a nonlocal potential of the same symmetry, provided $H(\mathbf k)$ is analytic. The expressions for $L,M,N$ do not carry over unchanged, because $H(\mathbf k)$ then has a different linear term and an additional quadratic one.

All numerical values are calculated from the stated model.
